# Site deletion and electron count for a second hydroxyl on graphene

## What symmetry fixes

A Hückel model with one on-site energy, set to zero, and one nearest-neighbour hopping $-t$ contains a single energy scale. Every energy difference is therefore $t$ times a pure number determined by which atoms are connected and by the number of electrons.

A graphene flake has a further symmetry. Its carbons divide into two sublattices, A and B, and every bond joins an A site to a B site. Let $\Gamma$ be the diagonal matrix with $+1$ on A and $-1$ on B. Each nonzero element of the Hamiltonian $H$ joins opposite signs, so

$$\Gamma H\Gamma=-H .$$

If $H\psi=\varepsilon\psi$, then $H(\Gamma\psi)=-\Gamma H\psi=-\varepsilon\,\Gamma\psi$. Levels come in pairs $\pm\varepsilon$, apart from levels at zero. Deleting atoms leaves every remaining bond between A and B, so the pairing survives deletion. It will fix the sign of the interaction between two deleted sites: attraction on opposite sublattices, repulsion on the same one.

## The setting and the quantity it gives

The setting treated here is the list of orbitals removed from a tight-binding calculation, together with the electron number and spin that go with it. A hydroxyl bound to a carbon turns that carbon from sp² to sp³. Its $p_z$ orbital and one pi electron go into the C–O bond, and both leave the pi network.

Let $G$ be the clean flake, with $N$ sites, $N$ electrons, equal sublattices, all sites connected and no zero level. Write $E(G-S)$ for the pi energy after the sites in $S$ are deleted, with one electron per remaining site. Define

$$L_j=E(G-j)-E(G),\qquad D(j|i)=E(G-i-j)-E(G-i).$$

$L_j$ is the pi cost of a first hydroxyl at $j$, and $D(j|i)$ is the cost of a second at $j$ when the first is at $i$. Their difference is the interaction

$$W_{ij}=D(j|i)-L_j=E(G-i-j)-E(G-i)-E(G-j)+E(G).$$

A positive $D$ does not mean that the hydroxyl fails to bind. The energy gained in the C–O bond has been left out. If that gain is the same at every site, it cancels when sites are compared, and the lowest $D$ marks the preferred one.

**Guidance.** Use $D$ to choose a binding site and $W$ to learn what the first hydroxyl has changed. They can rank sites differently, because $L_j$ depends on position.

## When a bond may be replaced by a deletion

Give the adsorbate one orbital at energy zero, coupled to carbon $i$ by $-V$. If $V\gg t$, diagonalize this pair first. The combinations $(|i\rangle\pm|o\rangle)/\sqrt2$ have energies $\mp V$. The flake and adsorbate together hold $N+1$ electrons. Two fill the bonding level and contribute $-2V$, leaving $N-1$ electrons on $N-1$ carbons. That is the deleted network.

The leading correction comes from the hopping between $i$ and its three neighbours. Each combination has amplitude $1/\sqrt2$ on $i$, so its coupling to a level $\psi_k$ of the deleted network satisfies

$$c_k^2=\frac{t^2}{2}\Big(\sum_{n}\psi_k(n)\Big)^2,$$

where $n$ runs over the three neighbours. Take one spin at a time. If $k$ is empty, the filled bonding level mixes with it and the energy changes by about $-c_k^2/V$. If $k$ is filled, it mixes with the empty antibonding level and the change is again about $-c_k^2/V$. Every $k$ thus contributes once per spin. Completeness gives $\sum_k\psi_k(n)\psi_k(n')=\delta_{nn'}$, hence $\sum_k c_k^2=3t^2/2$. With two spins,

$$E(V)+2V-E(G-i)\simeq-\frac{3t^2}{V}.$$

For $V=50t$ and $100t$ this predicts $-0.060t$ and $-0.030t$. Diagonalization with the explicit adsorbate orbital gives $-0.0588t$ and $-0.0297t$.

**Guidance.** Deletion is the strong-bond limit. A real C–O coupling is only a few times $t$, so the explicit-orbital calculation is the one to run when the size of a preference matters. Its effect is given below.

## Energy from the undamaged flake

At half filling, pairing makes the energy a sum of absolute values. The negative levels are doubly occupied, and each has a positive partner of equal magnitude. Electrons in zero levels add nothing. Therefore

$$E=2\sum_{\varepsilon_k<0}\varepsilon_k=-\sum_k|\varepsilon_k| ,$$

which also holds for a fragment with an odd number of electrons.

The absolute value can be written as an integral. For $\varepsilon\ne0$, integrate by parts. The boundary terms $y\ln(1+\varepsilon^2/y^2)$ vanish at $y=0$ and at infinity, and

$$\frac{d}{dy}\ln\!\Big(1+\frac{\varepsilon^2}{y^2}\Big)=-\frac{2\varepsilon^2}{y(y^2+\varepsilon^2)} ,$$

so that

$$\int_{-\infty}^{\infty}\ln\!\Big(1+\frac{\varepsilon^2}{y^2}\Big)dy=\int_{-\infty}^{\infty}\frac{2\varepsilon^2\,dy}{y^2+\varepsilon^2}=2\pi|\varepsilon| .$$

Let $\phi_G(z)=\det(z-H)$. Since $|iy-\varepsilon_k|=(y^2+\varepsilon_k^2)^{1/2}$, summing over levels gives

$$E(G)=-\frac1\pi\int_{-\infty}^{\infty}\ln\left|\frac{\phi_G(iy)}{y^N}\right|dy .$$

For $G-S$ with $s$ deleted sites, replace $N$ by $N-s$. Subtraction leaves

$$E(G-S)-E(G)=-\frac1\pi\int_{-\infty}^{\infty}\ln\left|y^s\frac{\phi_{G-S}(iy)}{\phi_G(iy)}\right|dy .$$

The ratio of determinants needs no deleted matrix. Put $M=iy-H$ and split the sites into $S$ and the rest $R$. Block elimination gives

$$\det M=\det M_{RR}\,\det\!\big(M_{SS}-M_{SR}M_{RR}^{-1}M_{RS}\big),$$

and the matrix in the last bracket is the inverse of $(M^{-1})_{SS}$. With $g(iy)=(iy-H)^{-1}$ it follows that $\phi_{G-S}/\phi_G=\det g_{SS}$.

For one site this determinant is $g_{ii}$. For two it is $g_{ii}g_{jj}-g_{ij}^2$, because $H$ is real and symmetric. In $W_{ij}$ the factor $y^2$ of the double deletion cancels the two factors $y$ of the single ones:

$$W_{ij}=-\frac1\pi\int_{-\infty}^{\infty}\ln\left|1-\frac{g_{ij}^2}{g_{ii}g_{jj}}\right|dy .$$

For the 96-carbon flake below, this integral was tested against direct deletion at all 95 second positions. The largest difference was $6\times10^{-10}t$.

**Guidance.** For one map, delete each site in turn and diagonalize. For interactions between many pairs, diagonalize the clean flake once and use the integral.

## Why the sublattices differ

Because $(iy-H)(iy+H)=-(y^2+H^2)$,

$$g(iy)=-(iy+H)K,\qquad K=(y^2+H^2)^{-1}.$$

Two hops return to the starting sublattice, so $H^2$, and with it $K$, joins only sites of the same sublattice. $K$ is also positive definite for $y\neq0$.

For two sites on the same sublattice, $g_{ij}=-iyK_{ij}$, and the diagonal elements have the same form. The argument of the logarithm is

$$1-\frac{K_{ij}^2}{K_{ii}K_{jj}} .$$

Positive definiteness requires $K_{ii}K_{jj}-K_{ij}^2>0$, so this number lies above 0 and cannot exceed 1. Its logarithm is never positive, and $W_{ij}\ge0$.

For opposite sublattices, $g_{ij}=-(HK)_{ij}$ is real while $g_{ii}g_{jj}=-y^2K_{ii}K_{jj}$ is negative. The argument becomes

$$1+\frac{(HK)_{ij}^2}{y^2K_{ii}K_{jj}}\ge1 ,$$

so $W_{ij}\le0$.

Neither inequality becomes an equality on a connected flake. At large $y$, $K$ expands in even powers of $H$ and $HK$ in odd powers. The first power that joins $i$ to $j$ counts the shortest paths between them, all with the same sign, and so cannot vanish. Hence

$$W_{ij}>0\ \text{(same sublattice)},\qquad W_{ij}<0\ \text{(opposite sublattices)} .$$

The sign was tested by direct deletion for all 276 pairs in coronene, the 24-carbon flake, and for all 95 second positions on the larger one.

The result holds at every separation, but it has been proved here only for this model: nearest-neighbour hopping, equal on-site energies, half filling and no electron repulsion. Outside the model the repulsive half can fail. On the 96-carbon flake, the second-neighbour hopping used below makes $W$ negative at 41 of the 47 same-sublattice sites, and the explicit oxygen orbital at $-2.7$ eV makes it negative at all 47; the opposite-sublattice $W$ stays negative in both cases. The same oxygen orbital with its level at zero preserves the pairing and keeps $W$ positive at all 47. Away from half filling the attractive half fails too: with one extra electron in each of the four energies, $W$ is positive at 42 of the 48 opposite-sublattice sites, and with two at 23, although shells one and three stay attractive. The rule also concerns $W$, not $D$. A low $L_j$ can make a same-sublattice site cheaper than an opposite one.

## The unpaired electron as a guide

After the first deletion one sublattice has an extra site, and there is a level at zero. To find it, solve $Hx=e_i$, where $e_i$ is 1 at site $i$ and 0 elsewhere. The solution is $x_j=(H^{-1})_{ji}$. Since $\Gamma H^{-1}\Gamma=-H^{-1}$, $x$ vanishes on the sublattice of $i$, including $i$ itself. Removing site $i$ therefore removes nothing from $x$, and every other row of $Hx=e_i$ reads zero. Normalized, $x$ is the singly occupied zero mode $\psi$, and it lies wholly on the opposite sublattice.

It enters $W$ at small $y$. There $HK\to H^{-1}$ and $K_{ii}\to(H^{-2})_{ii}=\sum_jx_j^2$, so the opposite-sublattice argument becomes

$$1+\frac{\psi_j^2}{y^2(H^{-2})_{jj}} .$$

A large density $\psi_j^2$ favours a strong attraction: this part of $W$ is the pairing of the second hydroxyl with the unpaired electron. The denominator also depends on $j$, and larger $y$ contributes too, so density alone does not settle the order. On the 96-carbon flake below, a first-shell, a third-shell and an edge site with densities 0.087, 0.086 and 0.081 have $W=-2.84$, $-1.47$ and $-0.64$ eV, of which $|y|$ below half the gap supplies $-1.07$, $-0.99$ and $-0.59$ eV. For nearest neighbours most of the attraction thus comes from larger $y$, where the argument tends to $1+t^2/y^2$ because of the bond the two sites share; from 96 to 726 carbons their mean density falls from 0.099 to 0.029 while $W$ changes by less than a tenth. Over the 48 opposite sites of the 96-carbon flake, the rank correlation between $W$ and $\psi_j^2$ is $-0.91$, where $-1$ would mean that, of any two sites, the one with the larger density has the more negative $W$.

**Guidance.** One zero-mode calculation is a good screen for strong attraction in this model. Compute $D$ before naming a binding site.

## Benzene, by hand

Benzene has levels $\pm2t$, $\pm t$, $\pm t$, so $E=-8t$. Deleting one carbon leaves a five-site chain with levels $0,\pm t,\pm\sqrt3t$ and $E=-2(1+\sqrt3)t=-5.464t$. Thus $L=2.536t$.

The second deletion can be made at three separations.

- **Ortho, opposite sublattice.** A four-site chain remains, with $E=-2\sqrt5\,t$, so $D=(5.464-4.472)t=0.992t$.
- **Meta, same sublattice.** An isolated carbon and a three-site chain remain, with $E=-2\sqrt2\,t$, so $D=(5.464-2.828)t=2.636t$.
- **Para, opposite sublattice.** Two two-site chains remain, with $E=-4t$, so $D=1.464t$.

Subtracting $L$ gives $W=-1.544t$, $+0.100t$ and $-1.072t$. All benzene sites are equivalent, so here $D$ and $W$ give the same order. The large contrast comes mainly from the attraction at ortho and para; the meta repulsion is small.

## A map for a 96-carbon flake

The example is a hexagonal flake with zigzag edges. Its parameters are rough graphene values, $t=2.7$ eV and a bond length of 0.142 nm. The first hydroxyl is held on the central ring, where $L=7.50$ eV. It is placed there to study a basal site: the lowest $L$ on the flake is 5.14 eV, at an edge carbon with two carbon neighbours.

The nearest three shells give the following.

| Distance (nm) | Sublattice | $D$ (eV) | $W$ (eV) |
|---|---|---|---|
| 0.142 | opposite | 4.59 to 4.67 | −2.90 to −2.84 |
| 0.246 | same | 7.66 to 7.72 | 0.21 to 0.22 |
| 0.284 | opposite | 5.98 to 6.15 | −1.47 to −1.35 |

Two of the nearest neighbours lie on the central ring and share its $L$. For them $D=7.503-2.835=4.668$ eV. Since $L$ is the same, the whole difference from the first cost is interaction.

Define the neighbour preference $P$ as the lowest second-shell cost minus the highest cost in shells one and three. Then

$$P=7.656-6.152=1.504\ \text{eV}=0.557\,t .$$

Every opposite-sublattice site in these shells is thus cheaper than every same-sublattice one. With the first hydroxyl still on the central ring, $P$ is 1.64 eV for 54 carbons and 1.55 eV for 150. These three sizes show no steady trend and do not establish an infinite-sheet value. On larger flakes of the same shape the values drift slowly: at 726 carbons $P$ is 1.47 eV, the third-shell $W$ is $-1.24$ eV and the weakest first-shell $W$ is $-2.67$ eV, so the $W$ entries of shells one and three carry size shifts of 0.11 to 0.23 eV. The integral evaluated for the infinite sheet gives $W=-2.71$, $0.23$ and $-1.28$ eV for the three shells and $P=1.50$ eV, so the 726-carbon values are not yet the limit.

Farther away the rule for $D$ fails. The best site on the whole flake is not a nearest neighbour but an opposite-sublattice edge carbon 0.710 nm away, with $D=4.50$ eV, about 0.09 eV below the best nearest neighbour. Since no site has $L$ below 5.14 eV, its interaction is at least 0.64 eV attractive. That is stronger than anything in the fourth shell, at 0.376 nm, where $W$ runs from $-0.37$ to $-0.05$ eV. Attraction does not fall steadily with distance here. The zero mode is consistent with this: its density at that edge carbon is 0.081, against at most 0.006 in the fourth shell. The order of edge site and nearest neighbour depends on flake size: at 54 carbons the nearest neighbour is lower by 0.05 eV, while at 150 and 216 carbons an edge site is lower by 0.23 and 0.33 eV.

The best same-sublattice site is also at the edge, with $D=5.15$ eV. It is cheaper than 39 of the 48 opposite-sublattice sites, although every $W$ has the sign derived above.

**Guidance.** Apply the sublattice rule to neighbouring sites with similar $L$. If edge carbons can react, include them explicitly.

## Choosing electron number and spin

A neutral flake with $s$ hydroxyls has $N-s$ pi electrons. Suppose $q$ extra electrons are present.

After two opposite-sublattice deletions the extra electrons enter the lowest non-negative level $\lambda_j$ left above the filled ones. One costs $\lambda_j$ and two cost $2\lambda_j$. After two same-sublattice deletions there are two zero levels, holding two electrons when neutral. They can take two more at no cost. The energy of the singly hydroxylated flake may also change, but it is common to all $j$ and cancels in $P$. Extra charge can therefore only lower $P$ or leave it unchanged, for $q=1$ or 2.

In the example, $P$ falls from 1.50 to 1.11 eV with one extra electron and to 0.58 eV with two. The losses are 0.39 and 0.92 eV. Had one site set the highest opposite cost throughout, the second loss would have been twice the first, 0.78 eV. The limiting site must therefore change. Removing electrons gives the same values of $P$, because the levels are paired about zero. The size of the loss depends strongly on the flake: for one and two extra electrons $P$ is 0.92 and $-0.01$ eV at 54 carbons but 1.43 and 1.39 eV at 726 carbons.

This also shows what happens if two orbitals are deleted but their two electrons are left in the calculation. The doubly hydroxylated flakes then have $q=2$, and $P$ is 0.58 eV instead of 1.50 eV.

Spin needs equal care once repulsion is included. A neutral same-sublattice pair leaves two electrons in two zero levels. Hückel theory gives parallel and opposite spins the same energy. An on-site repulsion $U$ acts between opposite spins, so parallel spins avoid a direct repulsion between these two electrons. The mean-field Hubbard calculation quoted below accordingly uses two more up than down electrons for same-sublattice pairs, and equal numbers for opposite pairs.

**Guidance.** Remove one electron per deleted carbon, then add the intended charge. With repulsion, start same-sublattice pairs from a triplet-like occupation and opposite pairs from equal spins, allowing spin polarization in both.

## How far to trust the number for graphene

The hopping and bond length are typical of graphene. The omitted effects are not small. Each calculation below changes the stated ingredient and keeps the positions fixed.

- A second-neighbour hopping of 0.27 eV, one tenth of $t$, lowers $P$ from 1.50 to 1.27 eV.
- Mean-field repulsion with $U=3.24$ eV lowers it from 1.64 to 1.26 eV on the 54-carbon flake. The value depends on $U$, which is illustrative: $U=5.4$ eV gives about 0.70 eV. Correlation beyond mean field is absent.
- An explicit oxygen orbital at $-2.7$ eV, coupled by 5.4 eV, lowers it from 1.50 to 0.54 eV.

For these parameters the last change is the largest of the three; with the coupling doubled to 10.8 eV and the same level, $P$ falls only to 1.20 eV. At zero energy, eliminating the oxygen orbital puts a potential $V^2/(0-\varepsilon_O)=5.4^2/2.7=10.8$ eV on the carbon, where deletion corresponds to an infinite one. The same coupling with the level at zero gives $P=1.04$ eV, so the finite coupling and the lowered level both matter. These two parameters are illustrative and were not fitted to a hydroxyl. For the values listed, the direction of the neighbour preference survives each change taken alone, but it depends on those values. At the same coupling, a level at $-5.4$ eV reverses it, with $P=-0.12$ eV. The explicit orbital at $-2.7$ eV gives $P=-0.14$ eV together with two extra electrons. Together with the second-neighbour hopping the result depends on the sign of that hopping, which does not matter for deletion: $P=0.20$ eV for a matrix element of $-0.27$ eV and $0.84$ eV for $+0.27$ eV. Part of this difference arises because the hopping moves the Dirac point by 0.81 eV, up or down, relative to the oxygen level; moving the oxygen level with it gives 0.40 and 0.67 eV.

Direct contact between hydroxyls is also missing. Its scale can be seen in rigid ethane-1,2-diol at the RHF/6-31G* level. Relative to oxygens on opposite faces, placing them on the same face costs 0.45 eV without a hydrogen bond and 0.21 eV with one. This includes ordinary eclipsing, about 0.14 eV when the bonds are eclipsed with the oxygens 120° apart, and leaves out correlation and relaxation. MP2 in the same basis lowers the two values to 0.41 and 0.14 eV; in aug-cc-pVDZ they become 0.42 and 0.24 eV at RHF and 0.37 and 0.18 eV at MP2, shifts of 0.03 to 0.04 eV, so read these as an order of magnitude. On a supported sheet that exposes one face, a nearest-neighbour pair would bear a penalty of this kind. It is smaller than the 1.3 eV that separates shells one and three in the deletion model, but with the explicit oxygen orbital above that separation shrinks to 0.20 eV, of the same size as the penalty. The penalty also exceeds the 0.09 eV between the best edge site and the best nearest neighbour. Neither the order of shells one and three on one face nor the order of the edge site and the nearest neighbour is therefore a prediction for a real flake.

The thermal energy at 300 K is 0.026 eV, far below even the reduced $P$ of 0.54 eV. Where $P$ is of that size, temperature would not blur the neighbour preference at equilibrium; whether it is of that size for a real hydroxyl depends on the unfitted parameters above. Whether equilibrium is reached depends on reaction barriers, which this model does not contain. Sheet strain, solvent and competing oxygen groups are absent as well.

**Guidance.** Use deletion to find candidate sites and to understand the attraction on the opposite sublattice; the small same-sublattice repulsion relies on the pairing of levels about zero, and the attraction, though it keeps its sign in the neutral cases tried, can shrink greatly: an oxygen level at $-5.4$ eV leaves as little as $-0.01$ eV in shell three. For a binding energy, or for candidates separated by a few tenths of an eV, relax the complete structures with a method that treats the C–O bond, the strain and the spin explicitly. The numerical output also lists shells four to six.

## Computed results

```
Hopping t = 2.7 eV; bond length = 0.142 nm (rough)
Benzene D ortho, meta, para (units of t): 0.9920 2.6357 1.4641
Carbons in flake: 96; pi gap = 1.239 eV
First cost L at central site = 7.503 eV
Lowest L on flake = 5.140 eV, at a site with 2 carbon neighbours
Shells around first hydroxyl (D and W as min..max):
 shell 1: r=0.142 nm, 3 opposite, D=4.591..4.668 eV, W=-2.904..-2.835 eV
 shell 2: r=0.246 nm, 6 same, D=7.656..7.722 eV, W=0.207..0.219 eV
 shell 3: r=0.284 nm, 3 opposite, D=5.983..6.152 eV, W=-1.466..-1.352 eV
 shell 4: r=0.376 nm, 6 opposite, D=7.126..7.402 eV, W=-0.369..-0.047 eV
 shell 5: r=0.426 nm, 6 same, D=7.603..7.771 eV, W=0.158..0.175 eV
 shell 6: r=0.492 nm, 6 same, D=7.416..7.626 eV, W=0.010..0.017 eV
Lowest D, opposite sublattice = 4.498 eV at r=0.710 nm, 2 carbon neighbours in clean flake
Highest D, opposite sublattice = 7.849 eV at r=0.791 nm, 3 carbon neighbours in clean flake
Lowest D, same sublattice = 5.148 eV at r=0.651 nm, 2 carbon neighbours in clean flake
Opposite sites costlier than best same site: 39 of 48
W range, all opposite = -2.904..-0.0368 eV
W range, all same = 0.0041..0.219 eV
Largest deletion/Green-function difference = 6.1e-10 t
Coronene pairs obeying the sign rule: 276
Zero-mode weight on shell 1 (sum of 3 sites) = 0.295
Zero-mode weight on shell 3 (sum of 3 sites) = 0.219
Rank correlation of W with zero-mode density = -0.914
Strong-bond error at V=50t, 100t = -0.05878, -0.02969 t
Neighbour preference P, 96 carbons = 1.504 eV
P, 54 carbons = 1.635 eV
P, 150 carbons = 1.554 eV
P with second-neighbour hopping 0.27 eV = 1.272 eV
P with 1 extra electron(s) = 1.114 eV
P with 2 extra electron(s) = 0.582 eV
P with C-O coupling 5.4 eV, O level -2.7 eV = 0.542 eV
P, 54 carbons, mean-field U=3.24 eV = 1.256 eV
Thermal energy at 300 K = 0.0259 eV
Rigid ethane-1,2-diol, RHF/6-31G*, relative to opposite faces:
 same face, O-O 0.249 nm, no H bond = 0.449 eV
 same face with H bond = 0.207 eV
```
